# Numerov's method on a logarithmic grid for hydrogenic levels

## A case that can be seen through

Take one nonrelativistic electron bound to a point nucleus of charge $Z$. In atomic units its lowest state has energy $E=-Z^2/2$ and radial orbital

$$u(r)=rR(r)=2Z^{3/2}\,r\,e^{-Zr},\qquad \int_0^\infty u^2\,dr=1 .$$

The orbital varies on the length scale $1/Z$, and beyond a few times $1/Z$ its amplitude is exponentially small, so wider steps can be afforded there. Equal steps in $x=\ln r$ ($r$ in bohr) provide this, because a step $h$ in $x$ is a step of about $hr$ in $r$.

Divide the orbital by $\sqrt r$ and call the result $y$. With $\rho=Zr$,

$$y=\frac{u}{\sqrt r}=2Z\,\rho^{1/2}e^{-\rho}.$$

Since $d/dx=r\,d/dr=\rho\,d/d\rho$, two derivatives give

$$y_x=\left(\tfrac12-\rho\right)y,\qquad
y_{xx}=\left[\left(\tfrac12-\rho\right)^2-\rho\right]y=\left(\tfrac14-2\rho+\rho^2\right)y .$$

So $y_{xx}=g\,y$ with a known function $g$. Numerov's method solves equations of this form. It obtains the next value of $y$ from two earlier ones:

$$f_+y_+=(12-10f)\,y-f_-y_-,\qquad f=1-\frac{h^2g}{12}, \tag{1}$$

where the signs mark the neighbouring grid points. Its origin is derived below; first, one step by hand.

Let $Z=10$ and $h=0.08$. Three neighbouring grid points near $r=1/Z$ lie at 0.049196, 0.053293 and 0.057732 angstrom. At the middle one, $\rho=10\times0.053293/0.529177=1.0071$, so

$$g=0.25-2.0142+1.0142=-0.7500,\qquad f=1+\frac{0.0064\times0.7500}{12}=1.000400 .$$

The outer points have $f_-=1.000397$ and $f_+=1.000396$. Scale $y$ to 1 in the middle; the exact orbital then has $y_-=1.038139$. Equation (1) gives

$$y_+=\frac{1.996000-1.000397\times1.038139}{1.000396}=\frac{0.957449}{1.000396}=0.957070 .$$

With more digits the step gives 0.9570703448, and the exact value is 0.9570703549. The step misses by $1.0\times10^{-8}$ of the middle value, although neighbouring points differ by 8% in radius.

## Where the weights come from

Add the Taylor series of $y(x+h)$ and $y(x-h)$. Odd powers cancel:

$$y_++y_--2y=h^2y''+\frac{h^4}{12}y^{(4)}+\frac{h^6}{360}y^{(6)}+O(h^8). \tag{2}$$

Primes on $y$ mean $x$ derivatives. The fourth derivative can be removed because $s=y''$ is known at every grid point as $gy$. Applying the same expansion to $s$,

$$s_++s_--2s=h^2y^{(4)}+\frac{h^4}{12}y^{(6)}+O(h^6).$$

Multiply by $h^2/12$, solve for $h^4y^{(4)}/12$, and insert it in (2). The sixth-derivative terms combine as $1/360-1/144=-1/240$, so

$$y_++y_--2y=\frac{h^2}{12}(s_++10s+s_-)-\frac{h^6}{240}y^{(6)}+O(h^8). \tag{3}$$

Put $s=gy$ and collect terms. The factor of the middle value is $2+10h^2g/12=12-10f$, hence

$$f_+y_++f_-y_--(12-10f)\,y=-\frac{h^6}{240}y^{(6)}+O(h^8). \tag{4}$$

Dropping the right side gives (1). In the hand example the left side, evaluated with the exact orbital, is $1.014\times10^{-8}$, and the sixth-derivative term is $1.013\times10^{-8}$.

The derivation needs $y''$ at all three points from $y$ alone. Had the equation contained $y'$, then $s$ would have contained it too, and (1) would not follow.

## Removing the first derivative for any potential

For a central potential $V(r)$ the radial equation is

$$u_{rr}=\left[\frac{l(l+1)}{r^2}+2(V-E)\right]u .$$

From $u_x=ru_r$ follows $u_{xx}=r(ru_r)_r=ru_r+r^2u_{rr}$, so $r^2u_{rr}=u_{xx}-u_x$. Multiplying the radial equation by $r^2$,

$$u_{xx}-u_x=\left[l(l+1)+2r^2(V-E)\right]u .$$

The logarithmic grid has introduced a first derivative. Try $u=e^{ax}y$ with constant $a$:

$$u_{xx}-u_x=e^{ax}\left[y_{xx}+(2a-1)y_x+(a^2-a)y\right].$$

The first derivative vanishes for $a=1/2$, that is, for $u=\sqrt r\,y$. The last term is then $-y/4$. Moving it to the right and using $l(l+1)+1/4=(l+1/2)^2$,

$$y_{xx}=g\,y,\qquad g=\left(l+\tfrac12\right)^2+2r^2(V-E). \tag{5}$$

For $l=0$, $V=-Z/r$ and $E=-Z^2/2$ this is the $g$ found above. The normalization becomes

$$\int u^2dr=\int (r y^2)(r\,dx)=\int r^2y^2\,dx=1 .$$

## The two ends of the grid

**Near the nucleus.** As $r\to0$, $r^2V\to0$ for a Coulomb singularity, so $g\to(l+1/2)^2$ and $y$ behaves as $r^{l+1/2}$ or $r^{-l-1/2}$. The first is the physical one. To start on it, write $u=r^{l+1}\sum_k a_kr^k$ with $a_0=1$. In $u_{rr}-l(l+1)u/r^2$ the coefficient $a_k$ is multiplied by

$$(l+1+k)(l+k)-l(l+1)=k(k+2l+1).$$

Equating powers of $r$ for $V=-Z/r$ gives

$$k(k+2l+1)\,a_k=-2Za_{k-1}-2Ea_{k-2},\qquad a_{-1}=0 .$$

A few terms suffice when $Zr_{\min}$ is small, and the ratio of the first two values of $y$ is all that is needed.

Setting $y=0$ at $r_{\min}$ looks harmless, since $y$ is tiny there. It places a hard wall at $r_{\min}$, whatever $l$ is; take an $s$ state, for which $u_r(0)\neq0$. Let $\tilde u$ be the orbital with the wall and $E+\Delta$ its energy. The two radial equations give

$$(u\tilde u_r-\tilde u u_r)_r=-2\Delta\,u\tilde u .$$

Integrate from $r_{\min}$ to infinity. The upper limit contributes nothing and $\tilde u(r_{\min})=0$, so $u(r_{\min})\,\tilde u_r(r_{\min})=2\Delta\int u\tilde u\,dr$. To leading order in $r_{\min}$ this is

$$\Delta\approx\tfrac12\,r_{\min}\,u_r(0)^2 .$$

This shift does not contain $h$, so refining the grid at fixed $r_{\min}$ cannot remove it.

**Far from the nucleus.** A bound orbital falls as $e^{-\kappa r}$, apart from a power of $r$, with $\kappa=\sqrt{-2E}$. Integrating outward there would amplify any admixture of the growing solution, so this part is integrated inward, starting from zero near $\kappa r=30$. There $u^2$ contains the factor $e^{-60}\approx10^{-26}$. This is ample for low levels, but the power of $r$ grows with $n$, and the outer turning point of a hydrogenic $s$ level lies at $\kappa r=2n$. For $Z=10$ and $h=0.02$ the start at $\kappa r=30$ shifts the 7s level by about $10^{-8}$ eV, the 10s level by $9\times10^{-5}$ eV (more than its step error) and the 12s level by $5\times10^{-3}$ eV. High levels need a start further out.

The sign and node arguments below assume $f>0$. Far out $g\approx\kappa^2r^2$, which requires roughly $h\kappa r<\sqrt{12}$, or $h<0.115$ at $\kappa r=30$. A logarithmic grid is coarse at large $r$, and this is where the assumption fails first. Where $f<0$ the discrete tail alternates in sign instead of falling smoothly. If this happens only where the orbital is already negligible, the level is hardly affected: for 1s with $Z=10$ and $h=0.16$ the energy error is $-7.12\times10^{-3}$ eV, close to the $-7.08\times10^{-3}$ eV given by the error law derived below.

## Finding a level by counting

Define $w=fy$. With the right side dropped, (4) becomes

$$w_{i+1}+w_{i-1}=c_iw_i,\qquad c_i=\frac{12}{f_i}-10 . \tag{6}$$

Because $f>0$, $w$ and $y$ have the same signs. Work with the ratios $p_i=w_{i-1}/w_i$ going outward and $q_i=w_{i+1}/w_i$ going inward, so that large and small amplitudes never have to be stored. Dividing (6) by $w_i$ gives

$$p_{i+1}=\frac{1}{c_i-p_i},\qquad q_{i-1}=\frac{1}{c_i-q_i}. \tag{7}$$

Let the sweeps meet at a point $m$ just beyond the outermost zero of $g$, the outer turning point. Equation (6) holds at $m$ if the mismatch

$$D=p_m+q_m-c_m$$

is zero. This is the condition for a discrete energy level.

The sign of $D$ also tells on which side of a level $E$ lies. Raising $E$ lowers $g$, raises $f$ and lowers $c$. Differentiating (7),

$$\frac{dp_{i+1}}{dE}=p_{i+1}^2\left(\frac{dp_i}{dE}-\frac{dc_i}{dE}\right).$$

If $p$ does not fall with $E$ at the first point, it rises at all later ones. The series start meets this condition for small $h$: the leading energy dependence of $\ln p_1$ is $(r_1^2-r_0^2)\left[1/(2l+3)-h^2/6\right]E$, where the first term comes from $a_2$ and the second from $f$. The same argument applies to $q$, which starts from zero. Hence $D$ rises with $E$ between its poles.

A pole occurs when a node of the outward solution moves inward through $m$. There $D$ jumps from $+\infty$ to $-\infty$ and the outward solution gains a node. The inward solution has no nodes, since beyond the turning point $c>2$ keeps $q$ between 0 and 1. Therefore

$$N(E)=(\text{outward nodes up to }m)+\begin{cases}1,&D>0\\0,&D\le0\end{cases} \tag{8}$$

is unchanged at a pole and increases by one at each zero of $D$. It starts from zero at an energy so low that $g>0$ everywhere, so it counts the levels below $E$.

As long as $m$ stays beyond the outer turning point, so that the inward solution has no nodes, its choice does not affect the count. By (7), $D_m=q_m-1/p_{m+1}$ and $D_{m+1}=p_{m+1}-1/q_m$, with $q_m>0$. If $p_{m+1}>0$, both have the sign of $p_{m+1}q_m-1$. If $p_{m+1}<0$, then $D_m>0$ and $D_{m+1}<0$, but the outward solution has one more node.

The method for the level with quantum numbers $n,l$ is then:

1. Choose a low energy with $N=0$ and a high one with $N\ge n-l$. For the Coulomb potential the minimum of $g$ is $(l+1/2)^2-Z^2/(2|E|)$, so $E=-Z^2/[2(l+1/2)^2]$ serves as the low end.
2. At the midpoint compute $g$, $f$ and $c$, sweep from both ends, and evaluate (8).
3. If $N\ge n-l$, the midpoint becomes the high end; otherwise it becomes the low end. Repeat until the interval is negligible.
4. Set $w_m=1$, rebuild $w$ from the ratios, form $y=w/f$ and $u=\sqrt r\,y$, and normalize with $h\sum_i r_i^2y_i^2=1$.

## From a local defect to an energy error

The defect in (4) is of order $h^6$, yet the energy error is of order $h^4$. To see why, let $Y(x)$ be a smooth function through the discrete solution, and write $\delta^2Y=Y_++Y_--2Y$. The discrete equation is

$$\delta^2Y=h^2\left(1+\frac{\delta^2}{12}\right)(gY).$$

Equation (3), with $s=Y''$, holds for any smooth function:

$$\delta^2Y=h^2\left(1+\frac{\delta^2}{12}\right)Y''-\frac{h^6}{240}Y^{(6)}+O(h^8).$$

Subtract and divide by $h^2$. The difference $Y''-gY$ is of order $h^4$, and $\delta^2$ acting on it adds two more powers of $h$. To leading order,

$$Y''-gY=\frac{h^4}{240}Y^{(6)} .$$

Here $g$ contains the discrete energy $E+\delta E$, so $g=g_0-2r^2\delta E$, where $g_0$ belongs to the exact level. Multiply by the exact $y$ and integrate over $x$. Two integrations by parts give $\int y(Y''-g_0Y)\,dx=\int(y''-g_0y)Y\,dx=0$. In the remaining terms $Y$ may be replaced by $y$:

$$2\,\delta E\int r^2y^2dx=\frac{h^4}{240}\int y\,y^{(6)}dx .$$

The left integral is 1. Three integrations by parts on the right give a factor $(-1)^3$, and the boundary terms vanish because $y$ and its derivatives vanish at both ends:

$$\boxed{\;\delta E=-\frac{h^4}{480}\int\left(y_{xxx}\right)^2dx\;} \tag{9}$$

For a given, fixed potential $V$, the computed level lies too low at leading order, and halving $h$ divides the error by 16.

The plain three-point formula $\delta^2Y=h^2gY$ gives instead $Y''-gY=-h^2Y^{(4)}/12$. The same projection, with two integrations by parts, yields $\delta E=-(h^2/24)\int(y_{xx})^2dx$, which is second order.

For 1s the integral can be done by hand. Write $y=2Z\rho^{1/2}P(\rho)e^{-\rho}$; each $x$ derivative replaces $P$ by $P/2+\rho P'-\rho P$, where this prime means $d/d\rho$. Starting from $P=1$,

$$1\;\to\;\tfrac12-\rho\;\to\;\tfrac14-2\rho+\rho^2\;\to\;\tfrac18-\tfrac{13}{4}\rho+\tfrac92\rho^2-\rho^3 .$$

Call the last polynomial $P_3$. With $dx=d\rho/\rho$ and $\int_0^\infty\rho^ke^{-2\rho}d\rho=k!/2^{k+1}$,

$$\int(y_{xxx})^2dx=4Z^2\int_0^\infty P_3^2\,e^{-2\rho}d\rho=4Z^2\cdot\frac{61}{128}=\frac{61}{32}Z^2 .$$

For general $n$ the exponential is $e^{-\rho/n}$ and the last term of the map becomes $-\rho P/n$. The integral is again a rational number times $Z^2$.

## Six levels with numbers

Keep $Z=10$, a pure Coulomb model without other electrons. The grid runs from $5.29\times10^{-7}$ to 7.60 angstrom, with 207, 413 and 825 points for $h=0.08$, 0.04 and 0.02. For 1s at $h=0.02$, equation (9) predicts

$$\delta E=-\frac{1.6\times10^{-7}}{480}\times1.90625\times100\times27.2114\ \text{eV}=-1.729\times10^{-6}\ \text{eV}.$$

The computed error relative to $-Z^2/2=-1360.569$ eV (50 hartree below zero) is also $-1.729\times10^{-6}$ eV. For all six levels, with the integral given in units of $Z^2$:

| Level | Integral in (9) | Error, $h=0.08$ (eV) | Error, $h=0.02$ (eV) |
|---|---|---|---|
| 1s | 1.906 | $-4.43\times10^{-4}$ | $-1.73\times10^{-6}$ |
| 2s | 2.824 | $-6.57\times10^{-4}$ | $-2.56\times10^{-6}$ |
| 2p | 0.941 | $-2.19\times10^{-4}$ | $-8.54\times10^{-7}$ |
| 3s | 4.659 | $-1.09\times10^{-3}$ | $-4.23\times10^{-6}$ |
| 3p | 2.573 | $-5.99\times10^{-4}$ | $-2.33\times10^{-6}$ |
| 3d | 0.626 | $-1.46\times10^{-4}$ | $-5.68\times10^{-7}$ |

The order measured between $h=0.04$ and 0.02 is 4.001 or closer to 4 for every level. Among the $s$ levels the absolute error grows with $n$ although the binding energy falls. A step that suits 1s should therefore also be checked on the highest level needed.

The 3s orbital converges at the same rate. Its largest error, relative to the largest $|u|$, falls from $2.3\times10^{-5}$ at $h=0.08$ to $8.8\times10^{-8}$ at $h=0.02$.

Two variations show what the ingredients contribute. With the three-point formula the 3s error at $h=0.02$ is $-0.0229$ eV, about 5400 times Numerov's. With Numerov's formula but $y=0$ at $r_{\min}$, the 1s error is 0.0540, 0.0544 and 0.0544 eV on the three grids. The wall estimate is $2Z^3r_{\min}$, or 0.0544 eV, so fourth-order convergence is hidden behind a constant.

## Use as an atomic reference, and its limits

A norm-conserving pseudopotential is built to reproduce the valence levels of the all-electron atom, and the valence orbitals outside a core radius. In a mean-field atom with a local, spherical potential, such as a Kohn–Sham atom in the local-density approximation, the solver above is called for each orbital, with $V$ the current self-consistent potential. Hartree–Fock exchange is nonlocal and does not have the form (5). If $V=-Z/r+v_0+O(r)$ near the nucleus, the series has $E-v_0$ in place of $E$ through $a_2$, and higher coefficients need further terms of $V$. These changes enter the starting ratio at order $r_{\min}^2$ and beyond, so they matter only when $r_{\min}$ is not very small.

No exact energy is then available, but three grids still reveal the order of the whole calculation. That order is four only if the Hartree potential is computed at least as accurately; with a cumulative trapezoid rule the ratio below is 4, not 16, for the self-consistent 1s level of helium. If the error is $Ch^4$, the unknown level cancels from

$$\frac{E(h)-E(h/2)}{E(h/2)-E(h/4)}\to16 .$$

The 1s errors at the three steps give $4.156\times10^{-4}/2.595\times10^{-5}=16.02$.

This diagnosis concerns the step $h$ alone. Any error that does not depend on $h$ cancels from the ratio: the hard-wall errors 0.053966, 0.054381 and 0.054407 eV differ by 0.000415 and 0.000026 eV, again a ratio of about 16, although the level is wrong by 0.054 eV. The ends of the grid must be checked separately. The ratio also says nothing about relativity, which is absent here, or about the quality of a mean-field potential. The law (9) further assumes the following.

- The potential does not depend on $h$. In a self-consistent atom the $h^4$ error of the orbitals changes $V$ at the same order, so the order survives but the coefficient and even the sign can change. For the 1s level of helium in the local-density approximation (VWN correlation), the coefficient of $h^4$ is $-6.3\times10^{-3}$ hartree at fixed $V$, as (9) gives, but $+3.7\times10^{-3}$ hartree when $V$ is made self-consistent on each grid.
- The potential is smooth in $x$. The derivation uses six derivatives of $y$, so a jump or kink in $V$ removes its basis. The Perdew–Zunger correlation potential has a jump of about $3\times10^{-5}$ hartree at $r_s=1$; for helium the ratio is 15.9 for $h=0.12$, 0.06, 0.03 but $-0.5$ for $h=0.06$, 0.03, 0.015.
- The end conditions are more accurate than the $h^4$ term, as the hard wall demonstrates.
- Rounding is negligible. A relative rounding error $\epsilon$ in (6) acts like a change of order $\epsilon/h^2$ in $g$, which grows as $h$ shrinks. Below some step, refinement stops helping.

The numerical check tests the transformation symbolically, and the level count, the order and the coefficient in (9) numerically.

## Table of computed values

```
Hartree = 27.211386 eV, bohr = 0.52917721 angstrom
nuclear charge Z = 10
r_min = 5.2918e-07, r_max = 7.5993 angstrom
grid points for h = 0.08, 0.04, 0.02: 207 413 825
rough limit on h from f > 0: 0.1155
One step, 1s, h = 0.08, y scaled to 1 at the middle point:
  r (angstrom): 0.049196 0.053293 0.057732
  g: -0.745054 -0.749950 -0.741723
  f: 1.00039736 1.00039997 1.00039559
  exact y: 1.0381388039 1.0000000000 0.9570703549
  Numerov y at third point: 0.9570703448
  defect 1.0143e-08, from sixth derivative 1.0127e-08
Levels: errors are E(h) - E in eV for h = 0.08, 0.04, 0.02
1s: E = -1360.569312 eV; errors -4.4328e-04 -2.7675e-05 -1.7291e-06
  orders 4.0016 4.0005; integral 61/32 = 1.90625; law at 0.02: -1.7291e-06 eV
2s: E = -340.142328 eV; errors -6.5729e-04 -4.1011e-05 -2.5620e-06
  orders 4.0025 4.0006; integral 723/256 = 2.82422; law at 0.02: -2.5617e-06 eV
2p: E = -340.142328 eV; errors -2.1910e-04 -1.3670e-05 -8.5406e-07
  orders 4.0025 4.0006; integral 241/256 = 0.94141; law at 0.02: -8.5390e-07 eV
3s: E = -151.174368 eV; errors -1.0855e-03 -6.7667e-05 -4.2264e-06
  orders 4.0037 4.0009; integral 4025/864 = 4.65856; law at 0.02: -4.2255e-06 eV
3p: E = -151.174368 eV; errors -5.9944e-04 -3.7371e-05 -2.3342e-06
  orders 4.0036 4.0009; integral 247/96 = 2.57292; law at 0.02: -2.3338e-06 eV
3d: E = -151.174368 eV; errors -1.4585e-04 -9.0944e-06 -5.6807e-07
  orders 4.0034 4.0009; integral 541/864 = 0.62616; law at 0.02: -5.6795e-07 eV
3s, h = 0.02: E = -151.17437226 eV
  change when match moves 20 points: below 2.7e-07 eV
3s orbital, largest error / largest |u|: 2.268e-05 1.411e-06 8.809e-08
  orders: 4.0066 4.0017
1s error ratio, Z = 10 to Z = 1, h = 0.04: 100.000
1s errors with y = 0 at r_min (eV): 0.053966 0.054381 0.054407
  r_min u'(0)^2 / 2 = 0.054423 eV
3s errors, three-point formula (eV): -3.6741e-01 -9.1621e-02 -2.2891e-02
  order 2.0009; integral 109/216 = 0.50463; law at 0.02: -2.2886e-02 eV
```
